Ballistic phonon transmission of a short diffuse-walled square fin

**Problem**

A straight crystalline fin has a square cross-section of side a and length L = 10a. It joins two large blocks of the same crystal, which act as black contacts: they absorb every arriving phonon and emit as in equilibrium. The side walls scatter phonons elastically and diffusely, with the emitted intensity independent of direction. There is no scattering inside the fin. All phonons have speed v, the heat capacity per volume is C, and the temperature difference ΔT is small.

(a) Reduce the conductance to a geometric transmission W.
(b) Find the conductivity k_C of an infinitely long fin, the Casimir conductivity.
(c) Bound W in closed form, then compute it.
(d) By how much does k_C exceed the apparent conductivity k_app = GL/a² of the short fin?
(e) Evaluate the result for a = 100 nm at 20 K, and judge the model.

**Solution**

**(a) Conductance and wall balance**

The extra flux emitted by the hot contact is an average over the outgoing half-sphere:

CΔT v (1/4π) ∫ cosθ dΩ = CΔT v (1/4π)(2π)(1/2) = CvΔT/4.

If a fraction W reaches the other contact, after any number of wall hits, then

G = (Cv a²/4) W,  k_app = GL/a² = CvLW/4.

From here on, lengths are in units of a, so the cross-section has area 1. Let the contacts at z = 0 and z = L emit 1 and 0, and let the wall emit b(r) on this scale. The exchange kernel between surface points a distance R apart is

K = cosθ cosθ′/(πR²),

with angles taken from the two normals. It is symmetric. Let e₁(r) and e₂(r) be its integrals over the two contacts. Every ray ends somewhere, so e₁ + e₂ + ∫K dS′ = 1. A wall point emits what it receives:

b = e₁ + ∫K b′ dS′.

This holds separately at each frequency, and b is the same for all of them.

These equations describe a resistor network. Consider

D[b] = F(L) + ∫e₁(1−b)² dS + ∫e₂b² dS + ½∬K(b−b′)² dS dS′,

where F(L) is the fraction passing directly from contact to contact. A small change δb alters D by

2∫δb [−e₁(1−b) + e₂b + ∫K(b−b′)dS′] dS = 2∫δb [b − e₁ − ∫Kb′dS′] dS,

where the closure relation was used. This vanishes for the true b. The second-order part is a sum of squares, so the true b gives the minimum. To find its value, put δb = b in the condition and use ∬K(b−b′)b = ½∬K(b−b′)²:

−∫e₁(1−b)b + ∫e₂b² + ½∬K(b−b′)² = 0.

Hence D = F(L) + ∫e₁(1−b)dS. This is the net power leaving contact 1, which is W. Every trial b therefore gives an upper bound on W.

**(b) The infinite fin**

Let F(x) be the fraction of the emission of one square that directly reaches a facing square at distance x. Both cosines equal x/R. Two points of a unit square have separations u and w along its sides with weight (1−u)(1−w) in each of four quadrants, so

F(x) = (4/π) ∫₀¹∫₀¹ (1−u)(1−w) x²/(x²+u²+w²)² du dw.

A wall ring between x and x+dx catches what crosses the first plane but not the second, a fraction −F′(x)dx. By reciprocity, a ring of width dz′ sends −F′(x)dz′ through a section at distance x. The loss of this over a further dz gives the ring-to-ring exchange F″(x)dz dz′.

In an infinite fin the profile b = constant − γz solves the wall balance, because equal distances on both sides contribute opposite deviations. The flux through a section is the net exchange between rings on its two sides. Ring pairs a distance x apart can straddle the section over a range x, and they differ in emission by γx:

flux = γ∫₀^∞ x²F″dx = 2γ∫₀^∞ F dx.

This follows from two integrations by parts; the boundary terms vanish because F falls as 1/(πx²). Restoring the unit Cv/4, and writing k_C = CvΛ/3, gives

Λ = (3/2)∫₀^∞ F dx.

With ρ² = u²+w² and ∫₀^∞ x²/(x²+ρ²)² dx = π/(4ρ), the integral becomes

∫₀^∞ F dx = ∫₀¹∫₀¹ (1−u−w+uw)/ρ du dw.

Its parts, with ℓ = ln(1+√2), are

∬1/ρ = 2ℓ,
∬(u+w)/ρ = 2∫₀¹[√(1+w²) − w]dw = √2 + ℓ − 1,
∬uw/ρ = ∫₀¹w[√(1+w²) − w]dw = (2√2−2)/3.

Thus ∫F dx = ℓ − (√2−1)/3, and

Λ/a = (3/2)ln(1+√2) − (√2−1)/2 = 1.115.

The infinite-fin formula applied to length L corresponds to W_C = 4Λ/(3L), which is 0.1487 at L = 10a.

**(c) The short fin**

Take a linear profile with adjustable slope, b = ½ + s(½ − z/L). Write F_L = F(L), and define

m₀ = (1/L)∫₀ᴸF dx,  m₁ = (1/L²)∫₀ᴸxF dx.

Near contact 1, 1−b = (1−s)/2 + sz/L. Integration by parts gives

∫₀ᴸ(−F′)dz = 1−F_L,
∫₀ᴸ(−F′)(z/L)dz = m₀−F_L,
∫₀ᴸ(−F′)(z/L)²dz = 2m₁−F_L.

The two contacts contribute equally, together

(1−s)²(1−F_L)/2 + 2s(1−s)(m₀−F_L) + 2s²(2m₁−F_L).

The wall-to-wall term is

(s²/L²)∫₀ᴸ(L−x)x²F″dx = −(s²/L²)∫₀ᴸ(2Lx−3x²)F′dx = s²(F_L + 2m₀ − 6m₁).

Adding the direct term F_L and collecting coefficients,

W(s) = (1−s)²(1+F_L)/2 + 2s m₀ − 2s²m₁.

With g = 1+F_L, setting dW/ds = 0 gives

s = (g−2m₀)/(g−4m₁),
W* = g/2 − (g−2m₀)²/[2(g−4m₁)].

Numerical integration of F gives F_L = 0.003162, m₀ = 0.071154 and m₁ = 0.008311. Then

s = 0.86085/0.96992 = 0.8876,
W* = 0.50158 − 0.74107/1.93984 = 0.1196.

So W cannot exceed 0.1196.

For the value itself, I solved the wall balance numerically. Each wall was divided into equal rectangles with constant b, and K was integrated over every pair of rectangles. The resulting linear equations minimize D within this set of profiles, so each answer is again an upper bound. Grids of 3×30, 6×60 and 12×120 rectangles per wall give 0.122346, 0.120208 and 0.119657. The successive changes have the ratio 3.88, close to the 4 expected when the error falls as the square of the patch size. Extrapolating on that basis,

W ≈ 0.119657 − (0.120208 − 0.119657)/3 = 0.1195.

A Monte Carlo calculation, which follows phonons from hit to hit, gives 0.1192 with a standard error of 0.0004. With b held constant across each wall, the 120-ring grid gives 0.119660 instead of 0.119657. Variation across the wall is therefore negligible here.

**(d) The error of the Casimir conductivity**

k_C/k_app = W_C/W = 0.14866/0.11947 = 1.244.

The Casimir value is 24% too high, relative to the apparent conductivity between the contacts.

The bounds show where the loss arises. For s = 1 the profile runs from 1 to 0 without end jumps, and

W(1) = 2m₀ − 2m₁ = 0.1257.

This is also the length-averaged flux of that profile: each exchange, weighted by the share |z−z′|/L of the fin that it spans, reproduces its term in D. The fall from 0.1487 to 0.1257 comes from the contacts, which replace the emission that an infinite fin would supply from beyond its ends. Letting the profile relax lowers W further, to 0.1195. The relaxed profile has jumps at the contacts: the first wall ring, centred at z = a/24, emits 0.945 instead of nearly 1.

A contact resistance alone does not repair the formula. Adding the resistance of a bare opening (W = 1) to that of the long fin gives

1/W = 1 + 3L/(4Λ),

or W = 0.1294, still 8% too high. No other fixed value serves for all lengths: the extra resistance 1/W − 3L/(4Λ) is 1.48 at L = 5a, 1.64 at 10a and 2.19 at 80a, growing by a little under 0.2 per doubling. Even at mid-length, transport is not yet that of an infinite fin. The computed slope there is 0.863 of the mean contact-to-contact gradient, so k_C would predict a flux of 0.863 × 0.1487 = 0.128, against the actual 0.1195.

For other lengths, the same numerical method with b depending on z alone gives:

- L/a = 5: 44% excess
- L/a = 10: 24%
- L/a = 20: 14%
- L/a = 40: 7.4%
- L/a = 80: 4.1%

Doubling the length does not halve the error. Since W ≤ W(1), the shortfall W_C − W is at least

(2/L)∫_L^∞F dx + 2m₁.

The tail F ≈ 1/(πx²) makes ∫₀ᴸxF dx grow as (ln L)/π, so m₁ falls only as (ln L)/(πL²). Relative to W_C, the error therefore falls no faster than (ln L)/L for long fins. In the opposite limit L → 0, W → 1 and k_app → CvL/4, which vanishes with L, while k_C stays fixed.

**(e) A 100 nm fin at 20 K**

Take a = 100 nm, L = 1000 nm, ΔT = 1 K and a rough speed v = 6 km/s for all three branches. The low-temperature energy density is

U = [3/(2π²)] (k_BT)⁴/(ħv)³ × π⁴/15,

so C = 4U/T = (2π²/5)k_B(k_BT/ħv)³ = 4.53 kJ/(m³ K). Then

k_C = 4530 × 6000 × 111.5×10⁻⁹/3 = 1.01 W/(m K),
k_app = 1.01/1.244 = 0.81 W/(m K),
G = 4530 × 6000 × 10⁻¹⁴ × 0.1195/4 = 8.1×10⁻⁹ W/K.

The heat flow is 8.1 nW.

The parameters suit a suspended, rough-etched beam of a stiff, light cubic semiconductor. Fins in logic transistors are much narrower, roughly 10 nm or less, and are attached along their base, where heat can leave sideways; the model does not describe them. One important omission is elastic anisotropy, which steers phonon energy towards certain crystal directions. I estimated it in the long-fin limit with rough constants C₁₁ = 160, C₁₂ = 60 and C₄₄ = 80 GPa. Group velocities from the elastic wave equation replaced the single speed, and each mode carried heat for the time since its last wall hit. Relative to an isotropic solid, W rises by about 15% for a [110] fin with (001) and (1−10) sides, and by 72–73% for a [100] fin with {100} sides; the latter value moves by about one point with the angular grid. These shifts do not carry over to the short fin, whose ends cut off the long flights along the axis. Monte Carlo tracing at L = 10a with the same constants gives W ≈ 0.12 for [110], within a few per cent of the isotropic value, and W ≈ 0.17 for [100], a rise of about 45%; separate runs differ by about 0.004. The long-fin value then exceeds the short-fin one by roughly 40% for [110] and 50% for [100]. The 24% therefore belongs to the isotropic model.

Wall quality matters too. For a roughness σ = 3 nm, large for a carefully etched wall, let a phonon of wave number k reflect as from a mirror with probability exp[−(2kσ cosθ)²], with θ measured from the wall normal. Call this probability p(θ). To keep equilibrium radiation isotropic, the diffuse share must leave with the angular weight [1 − p(θ)]cosθ rather than cosθ alone. Monte Carlo tracing over the thermal spectrum, weighted by heat capacity, then raises W to 0.128 ± 0.001, by about 7%, and the diffuse-wall k_C exceeds k_app by about 16%. A plain cosine law for the diffuse share overfeeds grazing directions and gives 0.131. The result depends strongly on roughness: σ = 1 nm gives W ≈ 0.18 and σ = 0.5 nm gives W ≈ 0.28, so for such walls the diffuse-wall k_C lies below k_app and the sign of the error reverses.

The remaining estimates:

- For a rough bulk mean free path of 20 µm the ratio Λ/(20 µm) is 0.6%. The drop of the long-fin k_C is larger, about 1.3%, because scattering cuts the long flights near the axis.
- The heat capacity per unit frequency peaks at a frequency whose wavelength is 3.8 nm. For scalar waves the perimeter correction to the mode count is of relative size 4/(ka), or 2.5% averaged over the spectrum.
- For a chain of planes 0.3 nm apart with nearest-neighbour forces, the group speed at that peak is 3% below its long-wave value. Transverse branches of diamond-type semiconductors flatten faster: a chain with first- and second-neighbour forces, fitted to silicon-like sound speeds and zone-edge frequencies, gives a drop of roughly 8–13% and raises the product Cv of those branches by 11–13%. These figures depend on the form of the fit: a curve that flattens earlier gives a drop of up to about 20% and a rise of Cv of 20–30%. In all such fits C itself rises far more than Cv, so the Debye value of C is only a rough guide at 20 K. With diffuse walls this changes k_C and G, but not W.
- Since the emitted flux varies as T⁴, the finite ΔT changes the heat flow by (ΔT/2T)² = 0.06%, provided T = 20 K is the mean of the two contact temperatures.
